# Pseudo-angular momentum of honeycomb phonons at K and intervalley scattering, part 1

(Sections cited here and not found follow in the second part.)

## First half: labels of the phonons

### 1. Three neighbours of one atom

Take a flat honeycomb crystal with two kinds of atom, A and B. Hold the A atoms still and let every B atom move on a small circle, with phases set by a plane wave whose wavevector \(K\) is a corner of the Brillouin zone. What does an electron in a round orbital on an A atom notice?

Put the lattice vectors at

\[
a_1=a(1,0),\qquad a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad K=\left(\tfrac{4\pi}{3a},0\right).
\]

With a suitable naming of the sublattices, the three B neighbours of an A atom lie at distance \(a/\sqrt3\), in the directions \(n_j=(\cos\varphi_j,\sin\varphi_j)\). Their angles and wave phases are

\[
\varphi_j=30^\circ,\ 150^\circ,\ 270^\circ,\qquad
K\cdot\delta_j=120^\circ,\ -120^\circ,\ 0^\circ,
\]

where \(\delta_j=(a/\sqrt3)\,n_j\). For instance, \(\delta_1=(a/2,a\sqrt3/6)\) gives \(K\cdot\delta_1=2\pi/3\).

Circular motion is described by the complex vectors

\[
e_\pm=\frac{1}{\sqrt2}(1,\pm i).
\]

The physical displacement is the real part of \(e_\pm e^{-i\omega t}\), proportional to \((\cos\omega t,\pm\sin\omega t)\). Thus \(e_+\) turns anticlockwise and \(e_-\) clockwise.

Suppose the energy of the A orbital changes by a constant \(\gamma\) times the sum of the three bond extensions. To first order an extension is the displacement along the bond, and \(n_j\cdot e_\pm=e^{\pm i\varphi_j}/\sqrt2\). For an A atom at \(X\), the energy shift is therefore

\[
\frac{\gamma}{\sqrt2}\,e^{iK\cdot X}\sum_j e^{\pm i\varphi_j}e^{iK\cdot\delta_j}.
\]

For \(e_+\) the three phases are \(150^\circ\), \(30^\circ\) and \(270^\circ\), so the terms cancel. For \(e_-\) they are \(90^\circ\), \(-270^\circ\) and \(-270^\circ\), which are all the same angle, so the sum is \(3i\). The neighbours of each A atom then move outwards and inwards together.

The surviving shift varies as \(e^{iK\cdot X}\). It turns an electron wave \(e^{iK\cdot X}\) into \(e^{2iK\cdot X}\). Since \(3K\cdot a_1=4\pi\) and \(3K\cdot a_2=2\pi\), the vector \(3K\) belongs to the reciprocal lattice, and \(2K\) is equivalent to \(-K=K'\). One sense of rotation scatters the electron to the other valley; the opposite sense does not. If the A atoms move instead, their contribution is proportional to \(\sum_j n_j=0\), so it vanishes for both senses.

This result used a particular coupling. The threefold rotation gives the same conclusion without that choice, and extends it to other modes and orbitals.

### 2. What a rotation does to a lattice wave

Measure positions from the centre of a hexagon. The sites are

\[
\tau_A=\frac{a_1+a_2}{3},\qquad \tau_B=-\tau_A,
\]

plus lattice vectors \(R\). Let \(C_3\) be the anticlockwise rotation by \(120^\circ\). It gives \(C_3a_1=a_2-a_1\) and \(C_3a_2=-a_1\), hence

\[
C_3\tau_A=\frac{a_2-2a_1}{3}=\tau_A-a_1.
\]

So an A site goes to an A site, and by the change of sign a B site goes to a B site. The same holds for rotations about an A or a B site, because these differ from the first rotation by a lattice translation.

For a rotation centre \(c\), define the rotated displacement field by

\[
(\mathcal R u)(r)=C_3\,u(\rho),\qquad \rho=C_3^{-1}(r-c)+c.
\]

The vector at the old place \(\rho\) is carried to \(r\) and turned. Apply this to a wave on one sublattice, \(u(r)=e_s e^{iK\cdot r}\), with \(r=R+\tau_s\). An orthogonal matrix satisfies \(K\cdot C_3^{-1}x=(C_3K)\cdot x\). Writing \(C_3K=K+G\), we find

\[
\begin{aligned}
K\cdot\rho&=(K+G)\cdot(r-c)+K\cdot c\\
&=K\cdot r+G\cdot(r-c).
\end{aligned}
\]

Here

\[
G=\frac{4\pi}{3a}\left(-\frac32,\frac{\sqrt3}{2}\right)
=\frac{2\pi}{a}\left(-1,\frac1{\sqrt3}\right).
\]

This gives \(G\cdot a_1=-2\pi\) and \(G\cdot a_2=0\), so \(G\) is a reciprocal-lattice vector and \(e^{iG\cdot R}=1\). The remaining phase is the same on every atom of sublattice \(s\):

\[
(\mathcal R u)(r)=\left(C_3e_s\right)e^{iG\cdot(\tau_s-c)}e^{iK\cdot r}.
\]

There are two factors, one from turning the displacement vector and one from moving the wave pattern.

### 3. Spin part and orbital part

Three successive rotations restore the field, so an eigenvalue of \(\mathcal R\) is a cube root of one. Write it as

\[
\mathcal R u=e^{-2\pi i\ell/3}u .
\]

The integer \(\ell\) is the pseudo-angular momentum. It is defined modulo 3, and the values \(-1,0,1\) suffice.

For the vector factor, put \(\theta=2\pi/3\). The two components of the turned vector are

\[
\begin{aligned}
\cos\theta\mp i\sin\theta&=e^{\mp i\theta},\\
\sin\theta\pm i\cos\theta&=\pm i\,e^{\mp i\theta}.
\end{aligned}
\]

Hence \(C_3e_\pm=e^{\mp2\pi i/3}e_\pm\). The spin part is \(l_{\rm spin}=\pm1\) for \(e_\pm\). It is zero for motion perpendicular to the plane, which the rotation leaves unchanged. The word “spin” refers here to the vector character of the displacement, not to electron spin.

For the wave factor, set \(e^{iG\cdot(\tau_s-c)}=e^{-2\pi i l_{\rm orb}/3}\). Then

\[
l_{\rm orb}(s)=-\frac{3}{2\pi}G\cdot(\tau_s-c)\quad(\text{mod }3).
\]

From the products above, \(G\cdot\tau_A=-2\pi/3\). About the hexagon centre, \(c=0\), the orbital part is therefore \(+1\) on A and \(-1\) on B. Multiplying the two factors adds the exponents:

\[
\boxed{\ \ell=l_{\rm spin}(s)+l_{\rm orb}(s)\quad(\text{mod }3)\ }
\]

Let A+ denote the wave in which only A atoms move, with vector \(e_+\), and name the others likewise. About the hexagon centre:

- A+ has \(1+1=2\), equivalent to \(-1\).
- A− has \(-1+1=0\).
- B+ has \(1-1=0\).
- B− has \(-1-1=-2\), equivalent to \(+1\).
- Perpendicular motion has \(+1\) on A and \(-1\) on B.

The sum was tested by rotating displacement fields atom by atom, in both valleys and about all three kinds of centre.

### 4. Which waves form a vibration

Let \(D\) be the dynamical matrix at \(K\), acting on mass-weighted amplitudes \(e_s\), so that \(De=\omega^2e\) and the displacement is \(e_s/\sqrt{m_s}\). Rotating the crystal does not change its harmonic energy, hence \(\mathcal R^\dagger D\mathcal R=D\). Between two basis waves this gives

\[
\langle x|D|y\rangle=e^{2\pi i(\ell_x-\ell_y)/3}\langle x|D|y\rangle .
\]

If the labels differ modulo 3, the prefactor is not one and the element must vanish. In a flat crystal, reflection in its plane also separates perpendicular motion from motion in the plane. This second symmetry is needed: A+ and perpendicular B motion both have label \(-1\), so the rotation alone would let them mix.

The in-plane modes follow. A+ stands alone, B− stands alone, and A− mixes with B+. In a mixed mode the two sublattices have different spin parts, \(-1\) and \(+1\), and different orbital parts, \(+1\) and \(-1\). Their sum is common to both, and this sum labels the mode.

A nondegenerate mode has a label automatically, because \(\mathcal R\) can only multiply it by a phase. Within a degenerate set, labelled modes can be chosen, but an arbitrary combination need not have a label.

### 5. Frequencies from springs

A model shows the blocks at work. Connect first neighbours by central springs \(\alpha\) and second neighbours by central springs \(\beta\), all at their rest lengths. The harmonic energy of a bond with direction \(n\) is \(\frac12\alpha[n\cdot(u_2-u_1)]^2\), or the same with \(\beta\).

The diagonal part needs the sum over the three first neighbours of

\[
nn^{T}=\frac12\begin{pmatrix}1+\cos2\varphi&\sin2\varphi\\ \sin2\varphi&1-\cos2\varphi\end{pmatrix}.
\]

The angles \(2\varphi_j\) are \(60^\circ\), \(300^\circ\) and \(180^\circ\), up to full turns. Their phase factors add to zero, so \(\sum_jn_jn_j^T=\frac32\mathbf 1\), and the first-neighbour springs contribute \(3\alpha/2\).

A pair of second neighbours at \(\pm R\) contributes \(\beta nn^T(2-2\cos K\cdot R)\). For each of the three pairs \(\cos K\cdot R=-\frac12\), and the bracket is 3. The three directions again give \(\sum nn^T=\frac32\mathbf 1\). The contribution is \(9\beta/2\), and

\[
D_{ss}=\frac{S}{m_s},\qquad S=\frac{3\alpha+9\beta}{2}.
\]

Between A and B the springs give, with the minus sign of the cross term in the bond energy,

\[
\langle A x|D|B y\rangle=-\frac{\alpha}{\sqrt{m_Am_B}}\sum_j(e_x^\dagger n_j)(n_j\cdot e_y)e^{iK\cdot\delta_j}.
\]

For A− and B+ the product of brackets is \(\frac12e^{2i\varphi_j}\). Including the wave phase, the angles are \(60+120\), \(300-120\) and \(180+0\) degrees: each is \(180^\circ\). The sum is \(-\frac32\), hence

\[
\langle A-|D|B+\rangle=\frac{3\alpha}{2\sqrt{m_Am_B}}\equiv\kappa .
\]

For equal senses the sum is \(\frac12\sum_je^{iK\cdot\delta_j}=0\). For A+ with B− the angles are \(60^\circ\), \(-60^\circ\) and \(180^\circ\), and the terms also cancel. These zeros are the ones required by symmetry.

The pure modes have \(\omega^2=S/m_A\) for A+ and \(S/m_B\) for B−. Define

\[
\bar D=\frac S2\left(\frac1{m_A}+\frac1{m_B}\right),\quad
d=\frac S2\left(\frac1{m_B}-\frac1{m_A}\right),\quad
Q=\sqrt{d^2+\kappa^2}.
\]

The block for A− and B+ has diagonal elements \(\bar D-d\) and \(\bar D+d\), so its eigenvalues are

\[
\omega^2=\bar D\pm Q .
\]

The product of these two eigenvalues is

\[
\frac{S^2-(3\alpha/2)^2}{m_Am_B}=\frac{9\beta(3\alpha+9\beta/2)}{2m_Am_B}.
\]

It vanishes as \(\beta\to0\): with first-neighbour central springs alone, the lower mixed mode costs no harmonic energy.

### 6. Rotation of the atoms is another quantity

An atom of mass \(m\) moving on a circle of radius \(\varrho\) has angular momentum \(\pm m\varrho^2\omega\), which is \(\pm2T/\omega\) for kinetic energy \(T\). In a harmonic mode the mean total energy is twice the mean kinetic energy. If \(w_b\) is the squared mass-weighted amplitude of wave \(b\), normalized to \(\sum_bw_b=1\), the mechanical angular momentum per added quantum is \(\hbar\) times

\[
\bar s=w_{A+}-w_{A-}+w_{B+}-w_{B-}.
\]

For the pure modes \(\bar s=\pm1\). For the mixed ones, write the block as \(\bar D+M\), where \(M^2=Q^2\). The projectors on its two eigenvectors are \(\frac12(1\pm M/Q)\), so the weight of A− is \(\frac12(1\mp d/Q)\). The weight of B+ is the remainder, and

\[
\bar s=\pm\frac dQ ,
\]

with the upper sign for the higher frequency. This number varies continuously with masses and springs, while both modes keep \(\ell=0\). For equal masses \(d=0\), and the opposite circulations cancel.

## Second half: electrons and the selection rule

### 7. Symbols and results carried over

The valleys are \(K\) and \(K'=-K\), and \(2K\) is equivalent to \(K'\). The operation \(\mathcal R\) rotates a field by \(120^\circ\) about a centre \(c\), taking its value at \(r\) from \(\rho=C_3^{-1}(r-c)+c\). A label \(\ell\) means the eigenvalue \(e^{-2\pi i\ell/3}\), and \(G=C_3K-K\). About the hexagon centre the orbital part is \(l_{\rm orb}=+1\) on A and \(-1\) on B. The phonon A+ has label \(-1\), B− has label \(+1\), and the two mixtures of A− and B+ have label 0. These are phonons at \(K\); the signs \(\pm\) give the sense of circular motion.

### 8. Labels of the electrons

Electron spin is left out, and the crystal is taken to be nonmagnetic. For a scalar wavefunction, \((\mathcal R\psi)(r)=\psi(\rho)\), with no vector to turn. Consider an orbital \(f_m\) that turns as

\[
f_m(C_3^{-1}x)=e^{-2\pi im/3}f_m(x).
\]

The function \((x+iy)^m\) times a round envelope is an example for \(m\ge0\). Its Bloch sum over the sites \(X=R+\tau_s\) is

\[
\psi(r)=\sum_X e^{iK\cdot X}f_m(r-X).
\]

In \(\psi(\rho)\), rename each old site as \(X'=C_3^{-1}(X-c)+c\). Then \(\rho-X'=C_3^{-1}(r-X)\), which gives the orbital factor above. The phase \(e^{iK\cdot X'}\) becomes \(e^{iK\cdot X}e^{iG\cdot(X-c)}\), just as for the phonon. Thus

\[
\ell=m+l_{\rm orb}(s)\quad(\text{mod }3).
\]

This was tested for \(m=-2\) to 2 on both sublattices. A round orbital on A has label \(+1\) at \(K\), and one on B has \(-1\).

Without magnetism or spin, the Hamiltonian is real. If \(\psi\) is a state at \(K\), then \(\psi^*\) is a state at \(K'\) with the same energy. Since \(\mathcal R\) is a real operation, it multiplies \(\psi^*\) by the conjugate eigenvalue, so

\[
\ell(K')=-\ell(K)\quad(\text{mod }3).
\]

A nondegenerate band state need not be a single Bloch sum to have a label. It may contain all orbitals of equal total label.

The label also shows where a state must have a node. At the rotation centre \(\rho=c\), so \(\psi(c)=e^{-2\pi i\ell/3}\psi(c)\). If \(\ell\) about that centre is not zero, \(\psi(c)=0\).

The threefold rotation has now given labels to the phonons at \(K\) and to the electron states in both valleys. It remains to show that the potential felt by the electron carries the phonon's label, and to derive from this which scattering processes are permitted.
